# Saturating strain energy and the critical diameter of a mismatched mesa: test program

```python
"""
Result under test: a coherent cylindrical mesa (radius R, height h, misfit f)
stores strain energy per base area M f^2 h_eff with
    h_eff <= lam*tanh(h/lam),  lam = R*sqrt((1-nu)/(8*(1+nu))),
so the energy saturates with height. If lam < h_c (planar critical thickness),
the areal-energy criterion for coherence is met at every height.
E, nu: Young modulus and Poisson ratio; G: shear modulus; M = E/(1-nu).
b: Burgers vector length; bx: its in-plane part normal to the line.
Finite elements use R = 1, E = 1, f = 1 (the problem is linear).
No fundamental physical constant enters.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.sparse import coo_matrix, csr_matrix
from scipy.sparse.linalg import spsolve

nu = 0.28
M_unit = 1 / (1 - nu)
G_unit = 1 / (2 * (1 + nu))
lame = nu / ((1 + nu) * (1 - 2 * nu))
# strain order: rr, theta-theta, zz, engineering rz
D = np.zeros((4, 4))
D[:3, :3] = lame + 2 * G_unit * np.eye(3)
D[3, 3] = G_unit
eigenstrain = np.array([1.0, 1.0, 0.0, 0.0])
lam_unit = np.sqrt((1 - nu) / (8 * (1 + nu)))

r_film = 1 - (1 - np.linspace(0, 1, 49)) ** 1.6
z_film = np.concatenate([np.linspace(0, 0.05, 9),
                         np.linspace(0.05, 0.2, 13)[1:],
                         np.linspace(0.2, 1, 33)[1:],
                         np.linspace(1, 4, 31)[1:]])


def solve_mesa(height, substrate="rigid", r_in=r_film, z_in=z_film):
    """Axisymmetric bilinear elements; returns energy and stress resultants."""
    r = r_in.copy()
    z = z_in[z_in <= height + 1e-9]
    if substrate == "wide":
        r = np.concatenate([r, 1 + np.geomspace(0.004, 7, 24)])
    if substrate != "rigid":
        z = np.concatenate([-np.geomspace(0.006, 7, 26)[::-1], z])
    nr, nz = len(r), len(z)
    i, j = np.meshgrid(np.arange(nr - 1), np.arange(nz - 1), indexing="ij")
    i, j = i.ravel(), j.ravel()
    in_film = (z[j] > -1e-12) & (r[i] < 1 - 1e-12)
    active = in_film | (z[j] < -1e-12)
    i, j, in_film = i[active], j[active], in_film[active]
    nodes = np.stack([i * nz + j, (i + 1) * nz + j,
                      (i + 1) * nz + j + 1, i * nz + j + 1], axis=1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(len(i), 8)
    dr, dz = r[i + 1] - r[i], z[j + 1] - z[j]
    stiff = np.zeros((len(i), 8, 8))
    load_e = np.zeros((len(i), 8))
    constant = 0.0
    points = 0.5 + np.array([-0.5, 0.5]) / np.sqrt(3)
    stored = []
    for ia, a in enumerate(points):
        for c in points:
            N = np.array([(1-a)*(1-c), a*(1-c), a*c, (1-a)*c])
            Na = np.array([-(1-c), 1-c, c, -c])
            Nc = np.array([-(1-a), -a, a, 1-a])
            radius = r[i] + a * dr
            B = np.zeros((len(i), 4, 8))
            B[:, 0, 0::2] = Na / dr[:, None]
            B[:, 1, 0::2] = N / radius[:, None]
            B[:, 2, 1::2] = Nc / dz[:, None]
            B[:, 3, 0::2] = Nc / dz[:, None]
            B[:, 3, 1::2] = Na / dr[:, None]
            w = 2 * np.pi * radius * dr * dz / 4
            BT = B.transpose(0, 2, 1)
            stiff += w[:, None, None] * (BT @ (D @ B))
            load_e += (w * in_film)[:, None] * (BT @ (D @ eigenstrain))
            constant += np.sum(w * in_film) * (eigenstrain @ D @ eigenstrain)
            stored.append((ia, radius, B))
    n = 2 * nr * nz
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    K = coo_matrix((stiff.ravel(), (rows, cols)), shape=(n, n)).tocsr()
    load = np.bincount(dofs.ravel(), load_e.ravel(), minlength=n)
    free = np.zeros(n, bool)
    free[dofs.ravel()] = True
    bottom = np.arange(nr) * nz
    free[2 * bottom] = False
    free[2 * bottom + 1] = False
    free[2 * np.arange(nz)] = False      # no radial displacement on the axis
    ids = np.flatnonzero(free)
    u = np.zeros(n)
    u[ids] = spsolve(K[ids][:, ids].tocsc(), load[ids],
                     permc_spec="MMD_AT_PLUS_A")
    energy = 0.5 * (constant - load @ u)
    # compressive stress resultants through the film thickness, in units M*f
    ncol = len(r_in) - 1
    resultants = np.zeros((ncol, 2, 2))
    radii = np.zeros((ncol, 2))
    for ia, radius, B in stored:
        strain = np.einsum("eki,ei->ek", B, u[dofs]) - eigenstrain
        stress = strain @ D
        s = in_film
        np.add.at(resultants, (i[s], ia),
                  -stress[s, :2] * dz[s, None] / 2 / M_unit)
        radii[i[s], ia] = radius[s]
    return dict(h_eff=energy / (np.pi * M_unit), K=K, load=load,
                constant=constant, r=r, z=z, radii=radii.ravel(),
                N=resultants.reshape(-1, 2))


def plane_force(sol, x, count=400):
    """Compressive force through the vertical plane at x, in units M*f*R^2."""
    half = np.sqrt(1 - x * x)
    t = (np.arange(count) + 0.5) * np.pi / 2 / count
    y = half * np.sin(t)
    rad = np.sqrt(x * x + y * y)
    n_r = np.interp(rad, sol["radii"], sol["N"][:, 0])
    n_t = np.interp(rad, sol["radii"], sol["N"][:, 1])
    normal = n_r * (x / rad) ** 2 + n_t * (y / rad) ** 2
    return 2 * np.sum(normal * half * np.cos(t)) * np.pi / 2 / count


# ---- energy on a rigid base: bound, growth, saturation, thin limit
heights = [0.05, 0.2, 0.5, 1.0, 2.0, 4.0]
rigid = [solve_mesa(h) for h in heights]
h_rigid = np.array([s["h_eff"] for s in rigid])
bound = lam_unit * np.tanh(np.array(heights) / lam_unit)
assert np.all(h_rigid < bound)
assert np.all(np.diff(h_rigid) > -1e-9)
assert abs(h_rigid[-1] / h_rigid[-2] - 1) < 1e-3
assert 0.85 < h_rigid[0] / heights[0] < 1
coarse = solve_mesa(4.0, "rigid", r_film[::2], z_film[::2])["h_eff"]
mesh_change = abs(coarse / h_rigid[-1] - 1)
assert mesh_change < 0.02            # halving the mesh changes little

# ---- full elastic energy restricted to u_r = r*q(z), u_z = w(z)
trial_error = 0.0
for h, sol in zip(heights, rigid):
    nr, nz = len(sol["r"]), len(sol["z"])
    I, J = np.meshgrid(np.arange(nr), np.arange(1, nz), indexing="ij")
    I, J = I.ravel(), J.ravel()
    node = I * nz + J
    P = csr_matrix((np.concatenate([sol["r"][I], np.ones(len(I))]),
                    (np.concatenate([2 * node, 2 * node + 1]),
                     np.concatenate([J - 1, J - 1 + nz - 1]))),
                   shape=(2 * nr * nz, 2 * (nz - 1)))
    small_load = P.T @ sol["load"]
    small_K = (P.T @ sol["K"] @ P).toarray()
    best = np.linalg.solve(small_K, small_load)
    value = 0.5 * (sol["constant"] - small_load @ best) / (np.pi * M_unit)
    formula = lam_unit * np.tanh(h / lam_unit)
    trial_error = max(trial_error, abs(value / formula - 1))
assert trial_error < 3e-3            # piecewise-linear fields in z

# ---- compliant substrates
wide_heights = [0.2, 0.5, 1.0, 4.0]
wide = [solve_mesa(h, "wide") for h in wide_heights]
h_wide = np.array([s["h_eff"] for s in wide])
assert np.all(np.diff(h_wide) > -1e-9)
assert np.all(h_wide < h_rigid[[1, 2, 3, 5]])
pillar = solve_mesa(4.0, "pillar")
assert pillar["h_eff"] < h_rigid[-1]

# ---- energy equals misfit times the force summed over vertical planes
identity_error = 0.0
central = []
for sol in (rigid[-1], wide[-1], pillar):
    s = (np.arange(200) + 0.5) * np.pi / 400
    forces = np.array([plane_force(sol, x) for x in np.sin(s)])
    mean_gain = 2 * np.sum(forces * np.cos(s)) * np.pi / 400 / np.pi
    identity_error = max(identity_error, abs(mean_gain / sol["h_eff"] - 1))
    central.append(plane_force(sol, 1e-6) / 2)
assert identity_error < 0.02         # interpolation of stress near the edge
assert central[1] < lam_unit and central[2] < lam_unit

# ---- image stress on an edge dislocation at depth d below a free surface;
# surface tractions are cancelled by line loads on the half-space
def image_stress(depth, direction):
    def integrand(s):
        r2 = s * s + depth * depth
        if direction == "parallel":
            shear = s * (s*s - depth*depth) / r2**2
            normal = depth * (s*s - depth*depth) / r2**2
        else:
            shear = depth * (s*s - depth*depth) / r2**2
            normal = s * (s*s + 3*depth*depth) / r2**2
        push = (-shear) * (-s) + (-normal) * (-depth)
        factor = s * s if direction == "parallel" else s * depth
        return -2 / np.pi * push * factor / r2**2
    return quad(integrand, -np.inf, np.inf)[0]


for depth in (0.7, 2.0):
    for direction in ("parallel", "normal"):
        assert abs(image_stress(depth, direction) + 1 / (2*depth)) < 1e-7

# ---- a long ridge keeps the misfit along its length
C3 = D[:3, :3]
other = [0, 2]
relaxed = C3[1, 1] - C3[1, other] @ np.linalg.solve(
    C3[np.ix_(other, other)], C3[other, 1])
assert abs(relaxed - 1) < 1e-12      # energy density is E*f^2/2
ridge_fraction = relaxed / 2 / M_unit

# ---- worked example: rough silicon-germanium regime
f, E, b = 0.01, 130e9, 0.38e-9
beta = np.deg2rad(60)
bx = b / 2
M, G = E / (1 - nu), E / (2 * (1 + nu))
line_K = G * b**2 * (1 - nu * np.cos(beta)**2) / (4*np.pi*(1 - nu))
A = line_K / (M * f * bx)
h_c = brentq(lambda h: h - A * (np.log(h / b) + 1), A, 100 * A)
R_c = h_c / lam_unit
R_wire, R_mesa = 25e-9, 50e-9
lam_mesa = lam_unit * R_mesa
safe_height = lam_mesa * np.arctanh(h_c / lam_mesa)
D_energy = 2 * h_c / h_wide[-1]
D_central = 2 * h_c / central[1]

# dislocation at any chord of the base at R_c: local logarithmic line energy
ratios = []
for x in np.linspace(0.001, 0.95, 60):
    half = np.sqrt(1 - x*x)
    y = (np.arange(2000) + 0.5) / 2000 * half
    distance = np.maximum((1 - np.sqrt(x*x + y*y)) * R_c, b)
    cost = A * np.mean(np.log(distance / b) + 1)
    gain = plane_force(wide[-1], x) * R_c / (2 * half)
    ratios.append(cost / gain)
assert min(ratios) > 1

# ---- cubic crystal: minimize the trial energy numerically (moduli in GPa)
C11, C12, C44 = 166.0, 64.0, 80.0
xg, wg = np.polynomial.legendre.leggauss(60)
rad, w_rad = (xg + 1) / 2, wg / 2


def cubic_energy(params):
    length, poisson = params
    if length <= 0:
        return 1e9
    zz, w_z = (xg + 1) * 6 * length, wg * 6 * length
    g = np.exp(-zz / length)[None, :]
    ex, ez = -g, poisson * g
    shear = rad[:, None] * g / length
    density = (0.5*C11*(2*ex**2 + ez**2) + C12*(ex**2 + 2*ex*ez)
               + 0.5*C44*shear**2)
    return (2 * rad * w_rad) @ density @ w_z


fit = minimize(cubic_energy, [0.4, 0.6], method="Nelder-Mead",
               options=dict(xatol=1e-8, fatol=1e-9, maxiter=2000))
M_cubic = C11 + C12 - 2 * C12**2 / C11
lam_cubic = 0.5 * np.sqrt(C44 / M_cubic)
assert abs(fit.fun / (M_cubic * lam_cubic) - 1) < 1e-5

thermal = 0.8e-6 * 600               # rough expansion difference times cooling
surface = 1.0 / (M * R_c)            # rough surface stress of 1 N/m

print(f"misfit f = {f:.3f}; Poisson ratio = {nu:.2f}")
print(f"Young modulus = {E/1e9:.0f} GPa; biaxial M = {M/1e9:.1f} GPa")
print(f"shear modulus G = {G/1e9:.1f} GPa")
print(f"Burgers length b = {b*1e9:.2f} nm; in-plane bx = {bx*1e9:.2f} nm")
print(f"lambda/R = {lam_unit:.4f}; D_c/h_c = {2/lam_unit:.3f}")
print("h/R, bound/R, rigid-base h_eff/R:")
for h, u, v in zip(heights, bound, h_rigid):
    print(f"  {h:.2f}  {u:.4f}  {v:.4f}")
print("h/R, wide-substrate h_eff/R:")
for h, v in zip(wide_heights, h_wide):
    print(f"  {h:.2f}  {v:.4f}")
print(f"equal-radius pillar, h/R = 4: h_eff/R = {pillar['h_eff']:.4f}")
print(f"change on doubling element size = {100*mesh_change:.2f} %")
print(f"largest trial-energy error = {100*trial_error:.3f} %")
print(f"largest force-identity error = {100*identity_error:.2f} %")
print("central gain thickness/R (rigid, wide, pillar) = "
      + ", ".join(f"{v:.4f}" for v in central))
print(f"length A = {A*1e9:.3f} nm")
print(f"planar critical thickness h_c = {h_c*1e9:.2f} nm")
print(f"planar energy at h_c = {M*f*f*h_c:.4f} J/m2")
print(f"sufficient critical diameter D_c = {2*R_c*1e9:.1f} nm")
print(f"50 nm wire: lambda = {lam_unit*R_wire*1e9:.2f} nm")
print(f"50 nm wire: energy bound = {M*f*f*lam_unit*R_wire:.4f} J/m2")
print(f"50 nm wire, wide substrate: {M*f*f*h_wide[-1]*R_wire:.4f} J/m2")
print(f"100 nm mesa: lambda = {lam_mesa*1e9:.2f} nm")
print(f"100 nm mesa: guaranteed height = {safe_height*1e9:.2f} nm")
print(f"wide substrate, energy-based diameter = {D_energy*1e9:.1f} nm")
print(f"wide substrate, central-gain diameter = {D_central*1e9:.1f} nm")
print(f"least dislocation cost/gain at D_c = {min(ratios):.2f}")
print(f"ridge energy density / planar = {ridge_fraction:.3f}")
print(f"ridge height limit = {h_c/ridge_fraction*1e9:.1f} nm")
print(f"rough cubic C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"cubic lambda/R = {lam_cubic:.4f}")
print(f"D_c with cubic lambda, same h_c = {2*h_c/lam_cubic*1e9:.1f} nm")
print(f"thermal misfit (0.8e-6/K, 600 K) / f = {100*thermal/f:.1f} %")
print(f"surface-stress strain (1 N/m) / f = {100*surface/f:.1f} %")
print("no test failed")
```

It prints:

```
misfit f = 0.010; Poisson ratio = 0.28
Young modulus = 130 GPa; biaxial M = 180.6 GPa
shear modulus G = 50.8 GPa
Burgers length b = 0.38 nm; in-plane bx = 0.19 nm
lambda/R = 0.2652; D_c/h_c = 7.542
h/R, bound/R, rigid-base h_eff/R:
  0.05  0.0494  0.0466
  0.20  0.1691  0.1437
  0.50  0.2532  0.1949
  1.00  0.2649  0.1988
  2.00  0.2652  0.2025
  4.00  0.2652  0.2025
h/R, wide-substrate h_eff/R:
  0.20  0.0912
  0.50  0.1017
  1.00  0.1069
  4.00  0.1093
equal-radius pillar, h/R = 4: h_eff/R = 0.0737
change on doubling element size = 0.27 %
largest trial-energy error = 0.020 %
largest force-identity error = 0.01 %
central gain thickness/R (rigid, wide, pillar) = 0.2549, 0.1344, 0.0964
length A = 2.197 nm
planar critical thickness h_c = 9.20 nm
planar energy at h_c = 0.1661 J/m2
sufficient critical diameter D_c = 69.4 nm
50 nm wire: lambda = 6.63 nm
50 nm wire: energy bound = 0.1197 J/m2
50 nm wire, wide substrate: 0.0493 J/m2
100 nm mesa: lambda = 13.26 nm
100 nm mesa: guaranteed height = 11.34 nm
wide substrate, energy-based diameter = 168.3 nm
wide substrate, central-gain diameter = 136.9 nm
least dislocation cost/gain at D_c = 2.13
ridge energy density / planar = 0.360
ridge height limit = 25.6 nm
rough cubic C11, C12, C44 = 166, 64, 80 GPa
cubic lambda/R = 0.3327
D_c with cubic lambda, same h_c = 55.3 nm
thermal misfit (0.8e-6/K, 600 K) / f = 4.8 %
surface-stress strain (1 N/m) / f = 1.6 %
no test failed
```
